\section*{Why Planck's constant cancels in the classical harmonic hopping rate}

\section{What the factor counts}

\textbf{Q.} I measure how copper gets through a nitride barrier film, and I want a hop rate from a computed energy barrier. Eyring's formula offers
\begin{equation}
k=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q_R}\,e^{-E/k_BT}.
\label{eyring}
\end{equation}
At my anneal temperature, 673 K, $k_BT/h$ is 14 THz. Is that how often the atom tries to leave its site?

\textbf{A.} No. To see what it is, build the rate without quantum mechanics. Let the solid have $N$ vibrational coordinates $r_i$ with masses $m_i$. I use $s_i=\sqrt{m_i}\,r_i$, whose momenta are $p_i=\dot s_i$, so that the energy is $\sum_i p_i^2/2+V(s)$. The factors $\sqrt{m_i}$ cancel between $ds_i$ and $dp_i$, so phase-space volumes are unchanged.

Put a surface through the saddle, between the initial well and its neighbour. I assume that the well is in thermal equilibrium and that a system crossing the surface outward does not promptly return. The rate is then the outward flux divided by the population of the well. With $p_n$ the momentum normal to the surface,
\begin{equation}
k=\frac{\int dS\int d^{N-1}p\int_0^\infty dp_n\,p_n\,e^{-(p^2/2+V)/k_BT}}
{\int_{\rm well}d^Ns\int d^Np\;e^{-(p^2/2+V)/k_BT}} .
\label{flux}
\end{equation}
The factor $p_n$ is there because a fast system reaches the surface from farther away in a given time. Its integral is
\begin{equation}
\int_0^\infty p_n e^{-p_n^2/2k_BT}dp_n
=\Big[-k_BT\,e^{-p_n^2/2k_BT}\Big]_0^\infty=k_BT .
\label{kt}
\end{equation}
In ordinary momentum the integrand is $(p/m)e^{-p^2/2mk_BT}$, and the result is again $k_BT$, whatever the mass. That is the origin of the universal-looking factor: it is a thermal flux, and it knows nothing about any vibration.

\textbf{Q.} There is no $h$ in your expression. How does Eyring get one?

\textbf{A.} By counting states. One state occupies a phase-space volume $h$ per coordinate, so the classical partition functions are
\begin{align}
Q_R&=\frac1{h^N}\int_{\rm well}d^Ns\,d^Np\;e^{-(p^2/2+V)/k_BT},\\
Q^\ddagger&=\frac1{h^{N-1}}\int dS\,d^{N-1}p\;e^{-(p^2/2+V-E)/k_BT}.
\end{align}
The second has one coordinate fewer, because motion through the surface has been treated separately, and its energy is measured from the saddle. The numerator of (\ref{flux}) is therefore $k_BT\,h^{N-1}Q^\ddagger e^{-E/k_BT}$, and the denominator is $h^NQ_R$. Their ratio is (\ref{eyring}). The visible $1/h$ is what remains of $h^{N-1}/h^N$. It compensates for the unequal numbers of cells counted in the two partition functions:
\begin{equation}
\underbrace{h^{-1}}_{\text{prefactor}}\;
\underbrace{h^{-(N-1)}}_{Q^\ddagger}\;
\underbrace{h^{+N}}_{1/Q_R}=h^0 .
\label{count}
\end{equation}

\textbf{Q.} So the cancellation does not need harmonic vibrations?

\textbf{A.} It needs classical statistics only. In (\ref{flux}) the $N-1$ momentum integrals along the surface cancel equal ones below. The remaining one below is $\int_{-\infty}^{\infty}e^{-p^2/2k_BT}dp=\sqrt{2\pi k_BT}$. With (\ref{kt}) and $k_BT/\sqrt{2\pi k_BT}=\sqrt{k_BT/2\pi}$,
\begin{equation}
k=\sqrt{\frac{k_BT}{2\pi}}\;
\frac{\int dS\,e^{-V/k_BT}}{\int_{\rm well}d^Ns\,e^{-V/k_BT}},
\label{config}
\end{equation}
for a well of any shape.

A well with $V=x^4$, in units where the mass and $k_BT$ are 1, has no harmonic frequency at all. For one coordinate the surface is a point, and (\ref{config}), without its barrier exponential, gives $1/(\sqrt{2\pi}\int e^{-x^4}dx)=0.22007$. Eyring's form is $1/(2\pi\hbar Q_R)$, with $Q_R$ summed over the computed quantum levels. It gives 0.22156 for $\hbar=0.2$ and 0.22044 for $\hbar=0.1$. Halving $\hbar$ doubles the explicit factor $1/\hbar$, yet the rate moves by half a per cent, towards the classical value.

\section{Frequencies}

\textbf{Q.} Then what does ``harmonic'' add?

\textbf{A.} It lets us do the two integrals. Near the minimum, in normal coordinates $\xi_i$, $V=\frac12\sum_{i=1}^N\omega_i^2\xi_i^2$. Near the saddle,
\begin{equation}
V=E-\tfrac12\omega_b^2\eta_b^2+\tfrac12\sum_{j=1}^{N-1}\omega_j'^2\eta_j^2 ,
\end{equation}
where $\eta_b$ is the unstable direction. Take the surface to be the plane $\eta_b=0$. Each coordinate contributes a Gaussian integral $\int e^{-\omega^2\xi^2/2k_BT}d\xi=\sqrt{2\pi k_BT}/\omega$. There are $N-1$ of them above and $N$ below, so
\begin{align}
k&=\sqrt{\frac{k_BT}{2\pi}}\,
\frac{(2\pi k_BT)^{(N-1)/2}\prod_j(1/\omega'_j)}
{(2\pi k_BT)^{N/2}\prod_i(1/\omega_i)}\,e^{-E/k_BT}\nonumber\\
&=\sqrt{\frac{k_BT}{2\pi}}\,\frac1{\sqrt{2\pi k_BT}}\,
\frac{\prod_i\omega_i}{\prod_j\omega'_j}\,e^{-E/k_BT}
=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j\omega'_j}\,e^{-E/k_BT}.
\end{align}
Putting $\omega=2\pi\nu$ gives $(2\pi)^N/(2\pi)^{N-1}=2\pi$, which removes the $1/2\pi$:
\begin{equation}
k=\nu^*e^{-E/k_BT},\qquad
\nu^*=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu'_j}.
\label{star}
\end{equation}
The temperature has left the prefactor together with $h$.

\textbf{Q.} Can I get the same thing from the quantum oscillator levels?

\textbf{A.} Yes. With $x=h\nu/k_BT$, one oscillator has
\begin{equation}
Q=\sum_{n=0}^\infty e^{-x(n+1/2)}
=\frac{e^{-x/2}}{1-e^{-x}}=\frac1{2\sinh(x/2)} .
\label{levels}
\end{equation}
For $x\ll1$ this becomes $1/x=k_BT/h\nu$. Hence
\begin{equation}
\frac{Q^\ddagger}{Q_R}=
\frac{\prod_j k_BT/h\nu'_j}{\prod_i k_BT/h\nu_i}
=\frac{h\nu^*}{k_BT},
\label{ratio}
\end{equation}
and multiplication by $k_BT/h$ returns $\nu^*$.

\textbf{Q.} Is $\nu^*$ at least the atom's own attempt frequency?

\textbf{A.} In special cases. For $N=1$ there is no saddle frequency, and $\nu^*$ is the frequency in the well. If $N-1$ well frequencies reappear unchanged at the saddle, they cancel and the remaining one survives. Otherwise $\nu^*$ also measures how wide the well is compared with the pass. A tight saddle has large $\nu'_j$, fewer thermal configurations lie in it, and the rate is lower. The stiffnesses of all modes matter, but the masses matter only through the unstable mode. To see this, let $\nu_b$ be the magnitude of the unstable frequency. Then $(\nu^*/\nu_b)^2$ is the ratio of the determinants of the mass-weighted second-derivative matrices in the well and at the saddle, apart from sign. Both determinants contain the same factor $1/\prod_i m_i$, which cancels. An atom that does not move in the unstable mode can therefore change its mass without changing $\nu^*$. If every mass is multiplied by $c$, every frequency falls by $\sqrt c$, and one uncancelled power leaves $\nu^*\propto c^{-1/2}$.

\section{A hop in a barrier film}

\textbf{Q.} Show me with numbers like mine.

\textbf{A.} Take a copper-like atom of mass 64 u that jumps $a=0.30$ nm over $E=1.5$ eV at 673 K. It has a coordinate $x$ along the jump and $y$ across it, and it drags a host mass of 48 u with displacement $q$:
\begin{align}
V={}&\tfrac E2\Big(1-\cos\tfrac{2\pi x}{a}\Big)+\tfrac12k_y(x)y^2
+\tfrac12K\Big(q-g\sin\tfrac{2\pi x}{a}\Big)^2,\\
k_y(x)={}&k_0+(k_1-k_0)\sin^2(\pi x/a).
\end{align}
The stiffnesses are $k_0=300$, $k_1=800$ and $K=1000$ eV/nm$^2$, and $g=0.03$ nm. These are round model parameters. The well is at $x=0$ and the saddle at $x=a/2$, both with $y=q=0$.

Diagonalizing the mass-weighted second derivatives gives 3.038, 3.385 and 8.326 THz in the well. At the saddle the real frequencies are 5.527 and 7.969 THz, and the unstable one has magnitude 3.174 THz. The last does not appear explicitly in (\ref{star}). Thus
\begin{equation}
\nu^*=\frac{3.038\times3.385\times8.326}{5.527\times7.969}\ {\rm THz}
=1.94\ {\rm THz}.
\end{equation}
With $k_BT=0.0580$ eV, the rate to one neighbour is $\nu^*e^{-E/k_BT}=11.4$ s$^{-1}$. There are two neighbours along the line. If the surrounding solid brings the atom to thermal equilibrium in each well it enters, the mean residence time is $1/(2\times11.4\ {\rm s}^{-1})=0.044$ s.

\textbf{Q.} And if I had used $k_BT/h$ as the prefactor?

\textbf{A.} The rate would be too high by a factor $14.02/1.944=7.2$. Conversely, if you inferred the barrier from a measured rate through $E=k_BT\ln(\text{prefactor}/k)$, it would come out too high by $k_BT\ln7.2=0.115$ eV. The missing factor is $Q^\ddagger/Q_R=0.139$. At 300 K, $k_BT/h$ is 6.25 THz and the classical ratio is 0.311. The product is again 1.94 THz. The size of this error, and even its direction, belong to the model: here $\nu^*=\nu_b\sqrt{k_0/k_1}$, set by the tight saddle I chose. A solid whose modes soften enough at the saddle can have $\nu^*$ above $k_BT/h$.

\textbf{Q.} How much of this rests on the quadratic expansion?

\textbf{A.} Numerical integration of (\ref{config}) with the full potential gives 1.955 THz at 673 K, which is 0.59\% above $\nu^*$. At one tenth of that temperature it gives 1.945 THz. This second value is a purely classical limit, in which only the neighbourhoods of the minimum and the saddle matter, where the quadratic expansion holds.

\textbf{Q.} Why must the surface be normal to the unstable mode? I would simply have chosen $x=a/2$.

\textbf{A.} Tilt the plane by an angle $\theta$ towards a stable mode $\eta_j$. Points on it at distance $t$ from the saddle have $\eta_b=-t\sin\theta$ and $\eta_j=t\cos\theta$, so
\begin{equation}
V-E=\tfrac12t^2\big(\omega_j'^2\cos^2\theta-\omega_b^2\sin^2\theta\big).
\end{equation}
As long as the bracket is positive, it is smaller than $\omega_j'^2$. The Gaussian on the plane is wider and the counted flux larger. In the example the host drag mixes $x$ and $q$, so the plane $x=a/2$ is tilted in this sense. It gives 2.182 THz instead of 1.955 THz.

The excess consists of systems that cross and come back. I followed thermal trajectories from each plane for 0.20 ps, with 20\,000 started in each direction. The size of the starting momentum normal to the plane was drawn with the flux weight $p_ne^{-p_n^2/2k_BT}$ of (\ref{kt}), so no further velocity weight is needed. The positions were drawn from the harmonic distribution on the plane, and each starter is counted with a weight that corrects this to the full potential. The net forward fraction is the fraction of outward starters that end on the product side, minus the same fraction for inward starters. It is 0.895 for $x=a/2$ and 1.000 for the unstable-mode plane. The corrected prefactors, $0.895\times2.182=1.95$ THz and $1.000\times1.955=1.96$ THz, agree within the sampling error.

\section{Arrhenius plots and activation entropy}

\textbf{Q.} My Eyring fit gives an activation enthalpy and entropy. Does the factor $T$ in $k_BT/h$ shift the slope of an Arrhenius plot?

\textbf{A.} Not in the classical harmonic case. Since $\nu^*$ is independent of temperature,
\begin{equation}
k_BT^2\,\frac{d\ln k}{dT}=k_BT^2\,\frac{E}{k_BT^2}=E .
\end{equation}
A constant $Q^\ddagger/Q_R$ would have given $E+k_BT=1.558$ eV. The full classical flux of the example gives 1.5003 eV.

The enthalpy and entropy do contain the convention. From (\ref{ratio}), the vibrational free-energy difference is $\Delta A=-k_BT\ln(h\nu^*/k_BT)$. Differentiation gives
\begin{align}
\Delta S^\ddagger&=-\frac{d\Delta A}{dT}
=k_B\Big[\ln\frac{h\nu^*}{k_BT}-1\Big],\\
\Delta H^\ddagger&=E+\Delta A+T\Delta S^\ddagger=E-k_BT .
\end{align}
The $-1$ comes from $d\ln(1/T)/dT=-1/T$. Here $\Delta S^\ddagger=(\ln0.1386-1)k_B=-2.98\,k_B$ and $\Delta H^\ddagger=1.442$ eV. When they are recombined,
\begin{equation}
\frac{k_BT}{h}\,e^{\Delta S^\ddagger/k_B}e^{-\Delta H^\ddagger/k_BT}
=\frac{k_BT}{h}\,\frac{h\nu^*}{k_BT}\,e^{-1}e^{+1}e^{-E/k_BT}
=\nu^*e^{-E/k_BT}.
\end{equation}
The negative entropy is therefore no proof of an unusually ordered saddle. Part of it arises because $N-1$ modes are compared with $N$, and that comparison needs $h$ to have a numerical value.

\section{When the constant returns}

\textbf{Q.} When does $h$ become physical again?

\textbf{A.} When $h\nu$ is no longer small compared with $k_BT$. Keep the full level sums (\ref{levels}) and expand $2\sinh(x/2)=x(1+x^2/24+\cdots)$:
\begin{equation}
\frac{k_BT}{h}\frac{\prod_i2\sinh(x_i/2)}{\prod_j2\sinh(x'_j/2)}
=\nu^*\Big[1+\frac{\sum_ix_i^2-\sum_jx_j'^2}{24}+\cdots\Big].
\label{quantum}
\end{equation}
The first correction is proportional to $h^2$. At 300 K it can be followed by reducing $h$ artificially in the example. The deviation from $\nu^*$ is $-0.431\%$ for the true $h$, $-0.108\%$ for half of it and $-0.027\%$ for a quarter. It falls fourfold at each halving.

\textbf{Q.} That treats the vibrations. What about tunnelling?

\textbf{A.} Treat the barrier top as a parabola and motion along it as separable. Measure energy $\varepsilon$ from the top in units of $\hbar\omega_b$ and length $z$ in $\sqrt{\hbar/\omega_b}$, for the mass-weighted coordinate. Then $-\frac12\psi''-\frac12z^2\psi=\varepsilon\psi$. Far to the right the local momentum is $z+\varepsilon/z$, so the transmitted wave is $t\,z^{i\varepsilon-1/2}e^{iz^2/2}$. Continue it to the left through the upper half of the complex plane, $z=|z|e^{i\phi}$ with $\phi$ from 0 to $\pi$. It becomes the reflected wave, with amplitude
\begin{equation}
r=t\,e^{i\pi(i\varepsilon-1/2)}=-i\,t\,e^{-\pi\varepsilon}.
\end{equation}
The incoming wave is exponentially small beside it on the left half of the large arc and cannot be read off this way, but flux conservation, $|r|^2+|t|^2=1$, supplies what is needed:
\begin{equation}
|t|^2=\frac1{1+e^{-2\pi\varepsilon}} .
\end{equation}
Direct solution of the wave equation at $\varepsilon=-0.3$, 0 and 0.4 agrees with this to within 0.002.

Classically, systems with $\varepsilon>0$ cross and the others do not, so the thermal flux is $\int_0^\infty u\,e^{-u\varepsilon}d\varepsilon=1$, with $u=h\nu_b/k_BT$. The quantum flux relative to it is, with $w=2\pi\varepsilon$ and $c=u/2\pi$,
\begin{equation}
\kappa=\int_{-\infty}^{\infty}\frac{u\,e^{-u\varepsilon}}{1+e^{-2\pi\varepsilon}}\,d\varepsilon
=\frac u{2\pi}I,\qquad
I=\int_{-\infty}^\infty\frac{e^{-cw}}{1+e^{-w}}\,dw .
\end{equation}
Shifting the path of $I$ by $2\pi i$ multiplies the integrand by $e^{-2\pi ic}$. The pole between the two paths, at $w=i\pi$, has residue $e^{-i\pi c}$. Thus $I(1-e^{-2\pi ic})=2\pi i\,e^{-i\pi c}$, so $I=\pi/\sin\pi c$ and
\begin{equation}
\kappa=\frac{u/2}{\sin(u/2)}=1+\frac{u^2}{24}+\cdots,\qquad 0<u<2\pi .
\end{equation}

\textbf{Q.} Do the two corrections combine into something simple?

\textbf{A.} At order $h^2$ they do. Since $x=\hbar\omega/k_BT$, the sum is $(\hbar/k_BT)^2[\sum_i\omega_i^2-\sum_j\omega_j'^2+\omega_b^2]/24$. The squared frequencies are eigenvalues of the mass-weighted second-derivative matrix $H$, with $-\omega_b^2$ for the unstable mode. Therefore
\begin{equation}
\frac{k_{\rm quantum}}{k_{\rm classical}}-1\simeq
\frac1{24}\Big(\frac{\hbar}{k_BT}\Big)^2
\big[{\rm Tr}\,H_{\rm well}-{\rm Tr}\,H_{\rm saddle}\big].
\end{equation}
At 673 K the vibrations contribute $-0.086\%$ and tunnelling $+0.214\%$. The total is $+0.128\%$, and the trace formula gives the same figure. This is the harmonic, separable estimate. Anharmonic terms of the same order in $h$ are left out: averaging ${\rm Tr}\,H$ thermally over the well, instead of taking it at the minimum, already lowers the well term by about 0.02 percentage points, so only the size of the total, about a tenth of a per cent, is secure. The smallness is helped by cancellation between well and saddle modes, which another potential need not share.

\textbf{Q.} And at very low temperature?

\textbf{A.} For $x\gg1$, $2\sinh(x/2)\to e^{x/2}$, and the left side of (\ref{quantum}) becomes
\begin{equation}
\frac{k_BT}{h}\,e^{-\Delta E_{\rm zp}/k_BT},\qquad
\Delta E_{\rm zp}=\frac h2\Big(\sum_j\nu'_j-\sum_i\nu_i\Big).
\end{equation}
Now each partition function holds one state, no powers of $h$ are left to cancel the prefactor, and $k_BT/h$ stands exposed. In the example $\Delta E_{\rm zp}=-2.6$ meV. This limit shows where $h$ goes, but it is not a usable rate. The parabolic tunnelling factor diverges at $u=2\pi$, here 24 K, because the integrand no longer decays deep below the top. Below that temperature, passage over the saddle is the wrong picture.

\section{The real film}

\textbf{Q.} How far can I trust 11 hops per second for my film?

\textbf{A.} As an illustration, not as a prediction. The stiffnesses are round numbers that give vibrations of a few THz. The 1.5 eV barrier is a rough choice, not a calculated property of a nitride. A real film has many more modes, including faster ones of the light nitrogen atoms, and copper may move along grain boundaries, where sites differ. That would break the assumption of a single barrier. A change of 0.05 eV from one site to another alters the rate by $e^{0.05/0.0580}=2.4$. The barrier may also soften on heating. If $E(T)=E-\alpha T$, then $e^{-E(T)/k_BT}=e^{\alpha/k_B}e^{-E/k_BT}$. An assumed $\alpha=5\times10^{-5}$ eV/K multiplies the rate by 1.8 and looks like a larger prefactor in an Arrhenius plot. Both factors far exceed the anharmonic and quantum corrections found above.

The trajectories covered only the first passage in a three-coordinate model. A real atom must also lose its energy to the lattice before it reaches the next saddle. If it does not, successive hops are correlated, and the residence time alone no longer fixes the diffusion. The remaining values of the example are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Barrier E: 1.5 eV
Jump length a: 0.3 nm
Temperature T: 673 K
Mobile atom mass: 64 u
Host mass: 48 u
Transverse stiffness, well: 300 eV/nm^2
Transverse stiffness, saddle: 800 eV/nm^2
Host stiffness K: 1000 eV/nm^2
Host drag amplitude g: 0.03 nm
kB T: 0.05799 eV
Well frequency 1: 3.038 THz
Well frequency 2: 3.385 THz
Well frequency 3: 8.326 THz
Saddle real frequency 1: 5.527 THz
Saddle real frequency 2: 7.969 THz
Saddle unstable frequency (magnitude): 3.174 THz
Frequency ratio nu_star: 1.944 THz
kB T/h at T: 14.02 THz
kB T/h at 300 K: 6.251 THz
Classical Q_saddle/Q_well at T: 0.1386
Classical Q_saddle/Q_well at 300 K: 0.3109
Full classical flux prefactor at T: 1.955 THz
Full classical flux prefactor at T/10: 1.945 THz
Flux prefactor, plane x=a/2: 2.182 THz
Apparent Arrhenius energy, full flux: 1.50028 eV
Hop rate to one neighbour: 11.37 1/s
Residence time, two neighbours: 0.04397 s
Overestimate if kB T/h is the prefactor: 7.215
Resulting error in inferred barrier: 0.1146 eV
Activation enthalpy: 1.442 eV
Activation entropy: -2.976 kB
Level-sum deviation at 300 K, h times 1: -0.4308 %
Level-sum deviation at 300 K, h times 0.5: -0.1077 %
Level-sum deviation at 300 K, h times 0.25: -0.02693 %
Quartic well: classical rate: 0.220069 reduced
Quartic well: quantum rate, hbar 0.2: 0.221559 reduced
Quartic well: quantum rate, hbar 0.1: 0.220441 reduced
Anharmonic change at T: 0.59 %
Transmission, unstable-mode plane: 1.000
Transmission, plane x=a/2: 0.895
Quantum vibration change at T: -0.08563 %
Tunnelling change at T: 0.2138 %
Total quantum change at T: 0.1279 %
Trace formula for total quantum change: 0.1278 %
Tunnelling change at 300 K: 1.082 %
Parabolic tunnelling formula diverges at: 24.24 K
Zero-point energy, saddle minus well: -2.59 meV
Assumed barrier fall with temperature: 5e-05 eV/K
Rate factor from that fall: 1.786
Assumed site-to-site barrier change: 0.05 eV
Rate factor from that change: 2.368
\end{verbatim}
